# Rebuilding the anomalous Hall vector from irreducible points of a magnetic group

## 2. The projector and its use on a mesh

### Symbols and results carried over

A magnetic element $g=(R,\mathbf t,s)$ has $s=+1$ if unitary and $s=-1$ if antiunitary. It moves a wavevector by $D_g=sR$. The occupied Berry curvature $\mathbf F$, summed over bands with Fermi weights, obeys

$$
\mathbf F(D_g\mathbf k)=\rho(g)\mathbf F(\mathbf k),\qquad
\rho(g)=s\det(R)R .
$$

The mesh mean of $\mathbf F$ is $\bar{\mathbf F}$, and the intrinsic Hall vector is $\boldsymbol\sigma=-(e^2/\hbar V)\bar{\mathbf F}$ for cell volume $V$.

### From one point to its star

Neither $D_g$ nor $\rho(g)$ contains $\mathbf t$. We may therefore work with the finite magnetic point group $M$, the set of distinct pairs $(R,s)$. Let $|M|$ be its number of elements.

Wavevectors differing by a reciprocal vector $\mathbf G$ are identified. This is allowed because $u_{\mathbf k+\mathbf G}$ can be taken as $e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$. The extra factor is independent of $\mathbf k$, so it leaves the curvature unchanged.

Assume that every $D_g$ maps the mesh to itself after this identification. The distinct images of a representative $\mathbf k_i$ form its star, with $n_i$ points. Let $m_i$ elements leave $\mathbf k_i$ fixed. Two elements $g,h$ give the same image precisely when $h^{-1}g$ fixes $\mathbf k_i$. Each star point is therefore reached $m_i$ times, and $n_im_i=|M|$. It follows that

$$
\begin{aligned}
\sum_{\mathbf k\in\mathrm{star}(i)}\mathbf F(\mathbf k)
&=\frac1{m_i}\sum_{g\in M}\mathbf F(D_g\mathbf k_i)\\
&=\frac{n_i}{|M|}\sum_{g\in M}\rho(g)\mathbf F(\mathbf k_i).
\end{aligned}
$$

Define the average matrix

$$
P=\frac1{|M|}\sum_{g\in M}\rho(g). \tag{8}
$$

The star sum is $n_iP\mathbf F(\mathbf k_i)$. Summing over stars and dividing by the number $N$ of mesh points gives

$$
\boxed{\bar{\mathbf F}=P\sum_iw_i\mathbf F(\mathbf k_i),
\qquad w_i=\frac{n_i}{N}.} \tag{9}
$$

Special points need no separate projector. Their shorter stars enter through $w_i$.

### Why the average is a projector

The signs, determinants and rotations all multiply when operations are combined, so $\rho(h)\rho(g)=\rho(hg)$. Multiplication by a fixed $h$ merely reorders the group. Hence

$$
\rho(h)P=\frac1{|M|}\sum_g\rho(hg)=P,
\qquad P\rho(h)=P .
$$

Averaging the first equality over $h$ gives $P^2=P$. Each $\rho(g)$ is orthogonal, so $\rho(g)^{\mathsf T}=\rho(g^{-1})$; summing over the group gives $P^{\mathsf T}=P$. Thus $P$ is an orthogonal projector.

Every vector in its range is fixed by all $\rho(g)$. Conversely, a vector fixed by all of them is unchanged by their average and lies in the range. The trace of $P$ is the dimension of this space, and so counts the independent Hall components allowed by the magnetic point group. An allowed component can still be zero for a particular Hamiltonian.

The equality $P\rho(h)=P$ also explains why the representatives do not matter after projection:

$$
P\mathbf F(D_h\mathbf k_i)=P\rho(h)\mathbf F(\mathbf k_i)
=P\mathbf F(\mathbf k_i).
$$

Without $P$, this equality generally fails. The error of the unprojected sum is $(1-P)\sum_iw_i\mathbf F(\mathbf k_i)$, which can depend on which members of the stars were kept.

If $M$ contains time reversal by itself, then $\rho=-1$ for that element. The condition $\rho P=P$ becomes $-P=P$, so $P=0$. The same holds when time reversal is accompanied by a translation, since the translation does not enter $\rho$.

### The magnetic model

The example has a cubic cell of side 6.0 bohr with two identical atoms, at the corner and the centre. Each carries three $p$ orbitals and two spin states, giving twelve bands. On each atom the Hamiltonian contains $\lambda\mathbf L\cdot\mathbf S-\mathbf b\cdot\boldsymbol\sigma_{\mathrm P}$, with $\lambda=0.03$ hartree. Here $\boldsymbol\sigma_{\mathrm P}$ are Pauli matrices, and the exchange fields are

$$
\mathbf b_1=(0.04,0,0.03),\qquad
\mathbf b_2=(0,0.04,0.03)\quad\text{hartree}.
$$

For a displacement $\mathbf d$ of length $d$ and direction $\hat{\mathbf d}$, the hopping matrix between $p$ orbitals is

$$
T(\mathbf d)=\left[V_\sigma\hat{\mathbf d}\hat{\mathbf d}^{\mathsf T}
+V_\pi(1-\hat{\mathbf d}\hat{\mathbf d}^{\mathsf T})\right]
e^{-(d-d_0)/\ell}.
$$

The parameters are $V_\sigma=0.06$ hartree, $V_\pi=-0.02$ hartree and $\ell=1.5$ bohr; $d_0$ is the corner–centre distance. Bonds up to 6.30 bohr are kept. The chemical potential is 0.02 hartree and the thermal energy is 0.01 hartree. These are model parameters, not a description of a named material.

Bloch phases use the full displacement, $e^{i\mathbf k\cdot\mathbf d}$, and the position operator is taken as diagonal in the orbitals. This choice affects the curvature at individual wavevectors. If the components were changed to $e^{i\mathbf k\cdot\mathbf r_j}u_j$, the connection would gain $-\sum_j|u_j|^2\mathbf r_j$. The weights $|u_j|^2$ vary with $\mathbf k$, so this addition generally has a curl. In the present crystal, inversion maps each atom onto itself or a lattice copy. The weights are then even in $\mathbf k$ and the extra curl is odd, so it cancels in the full-mesh mean. It need not cancel in a sum over representatives.

### Its four symmetry matrices

Let $Q$ exchange the $x$ and $y$ components. It also exchanges $\mathbf b_1$ and $\mathbf b_2$. Exchange fields are axial and odd under time reversal, so a symmetry must transform them with $\rho$. The four elements found for the crystal are:

- the identity, with $\rho=1$;
- inversion, with $\rho=1$;
- the mirror $R=Q$ with time reversal and a half-diagonal translation, for which $\rho=(-1)(-1)Q=Q$;
- the twofold rotation $R=-Q$ with time reversal and the same translation, for which $\rho=(-1)(+1)(-Q)=Q$.

The translation exchanges the atoms. Averaging the matrices gives

$$
P=\frac{1+1+Q+Q}{4}=\frac{1+Q}{2}
=\begin{pmatrix}
1/2&1/2&0\\
1/2&1/2&0\\
0&0&1
\end{pmatrix}.
$$

Its trace is 2. It removes the component along $[1,-1,0]$ and leaves a plane of allowed Hall vectors. Symmetry alone does not require the Hall vector to follow the net exchange field in that plane.

One complete star shows the rule before any mesh is summed. At $\mathbf k=(0.13,0.29,0.41)$ bohr⁻¹ and its inverse, $\mathbf F=(1.574,1.807,1.729)$ bohr². At the two points reached by antiunitary elements, $\mathbf F=(1.807,1.574,1.729)$ bohr². The star mean is

$$
\left(\frac{1.574+1.807}{2},\frac{1.807+1.574}{2},1.729\right)
\simeq(1.690,1.690,1.729)\ \text{bohr}^2,
$$

which is $P\mathbf F$ at any one of its four points.

The transformation law was tested for every element and every band at this wavevector. The largest discrepancy was $2.6\times10^{-14}$ of the largest curvature component there. Separately, the phase accumulated around small loops agreed with the band-pair formula to $7.0\times10^{-7}$ on the same relative scale. The connection law was tested for the lowest band; the constant from the fractional translation enters that test through the phase $e^{-i\mathbf k\cdot\mathbf t}$ assigned to the transformed state, so it is built in rather than tested independently.

### The opening discrepancy resolved

On the shifted mesh with eight divisions per direction, all four operations preserve the mesh. The number of stars is the average number of mesh points fixed by an element: counting pairs of an element and a point it fixes gives $|M|$ for each star, because $n_im_i=|M|$.

The identity fixes 512 points. Inversion fixes none on this shifted mesh. The antiunitary mirror sends $\mathbf k$ to $-Q\mathbf k$ and would require $k_z=-k_z$ modulo a reciprocal vector, so it also fixes none. The antiunitary rotation sends $\mathbf k$ to $Q\mathbf k$ and fixes the 64 points with $k_x=k_y$. Hence

$$
\frac{512+0+0+64}{4}=144 .
$$

The first unprojected sum is $(1.88080,1.04154,3.63414)$ bohr². Applying $P$ replaces its first two components by their average:

$$
\frac{1.88080+1.04154}{2}=1.46117\ \text{bohr}^2 .
$$

The second set gives the same result. The $z$ component was already correct because every $\rho(g)$ leaves it unchanged.

Using the unitary elements alone to build the projector gives the identity, and so does not repair the sum. Those elements could be used consistently for both reduction and projection, but they would leave more representatives. The error lies in reducing with antiunitary elements and then omitting them from $P$.

Dropping the time-reversal sign replaces $Q$ by $-Q$ in the average. The resulting matrix is $(1-Q)/2=1-P$, the projector onto the forbidden direction. It gives $(0.42,-0.42,0)$ bohr². Dropping the determinant instead gives the four matrices $1,-1,-Q,Q$, whose average is zero.

### Two contrasting groups

Remove the $z$ components of both exchange fields. The group then has eight elements, four of them unitary, and the trace of $P$ is 1. The Hall vector must lie along $[110]$. The full shifted mesh gives $(1.41,1.41,0)$ bohr². Here the unitary twofold rotation about $[110]$ has $\rho(x,y,z)=(y,x,-z)$. Its average with the identity already equals the complete $P$. Whether antiunitary elements add a constraint therefore depends on the group.

The other contrast is a nonmagnetic polar crystal, made by displacing the central atom along $z$, giving it a different site energy and removing the exchange fields. Its group has 16 elements and contains time reversal. A component of $\mathbf F$ reaches 59 bohr² in magnitude on the shifted mesh, but the mean vanishes to numerical precision. Contributions at $\mathbf k$ and $-\mathbf k$ cancel; the absence of a Hall vector does not imply absence of local curvature.

### Symmetry reduction is not convergence

For the tilted fields, the eight-division mesh containing the zone centre has $\bar{\mathbf F}=(-0.86,-0.86,3.60)$ bohr². The shifted mesh gives $(1.46,1.46,3.63)$ bohr². The identity (9) was tested on both, yet the first two components differ even in sign. The largest single component on the shifted mesh is a $z$ component of about 152 bohr². It is shared by the four points of one star. Each contributes $152/512\simeq0.30$ bohr² to the mean $z$ component, about 1.2 bohr² together, so a few points can matter at this density. This does not by itself explain the sign change in the other two components.

To convert the shifted result, use $V=6^3=216$ bohr³:

$$
\sigma_z=-\frac{3.63414}{216}
=-0.01682\ \frac{e^2}{\hbar\,\text{bohr}} .
$$

Denser shifted meshes give the following values in the same unit:

| Divisions | Irreducible points | $\sigma_x=\sigma_y$ | $\sigma_z$ |
|---:|---:|---:|---:|
| 8 | 144 | −0.0068 | −0.0168 |
| 16 | 1088 | −0.0070 | −0.0120 |
| 24 | 3600 | −0.0061 | −0.0115 |
| 32 | 8448 | −0.0066 | −0.0104 |

Between the last two meshes, the first two components change by about 7% and the third by about 11%, relative to the densest result. Rounded accordingly, the densest mesh gives roughly $(-300,-300,-480)$ S/cm. The changes between meshes do not bound the remaining error, and these values are not converged to the last digit shown. Further meshes of 32 to 56 divisions, shifted or containing the zone centre (not listed in the numerical output), scatter from about −270 to −345 S/cm in $\sigma_x=\sigma_y$ and from about −465 to −515 S/cm in $\sigma_z$.

That Hall vector lies about 179° from the net exchange field, close to antiparallel. Symmetry does not fix this angle: raising the chemical potential to 0.06 hartree leaves the group unchanged but gives an angle of roughly 60° (a case not listed in the numerical output). The ratio $\sigma_z/\sigma_x$ changes from about 1.87 to 1.56 between the last two meshes, while exact antiparallel alignment with the net field $(0.04,0.04,0.06)$ would need $1.5$. The 24-division mesh gives an angle of about 174°, so the size of the departure from antiparallel is not resolved.

### Implementation and limits

1. Obtain $(R,\mathbf t,s)$ from the magnetic structure, including its exchange fields. The symmetry of the atomic positions alone may be too high.
2. Convert each $D=sR$ to reciprocal-lattice coordinates. If the columns of $B$ are the reciprocal vectors, the index matrix is $W=B^{-1}DB$.
3. Check the mesh. For equal divisions $n$ and fractional coordinates $(\mathbf j+\boldsymbol\delta)/n$, with integer $\mathbf j$, invariance requires $W\boldsymbol\delta-\boldsymbol\delta$ to be an integer vector.
4. Form stars with $W$, and keep one point and its weight from each.
5. Build $\rho=s\det(R)R$ in the Cartesian axes used for $\mathbf F$, average it over distinct pairs $(R,s)$, and apply $P$ once to the weighted sum.

The mesh check can fail for a half-step shift. A threefold operation in hexagonal coordinates can have

$$
W=\begin{pmatrix}0&-1&0\\1&-1&0\\0&0&1\end{pmatrix},
\qquad
\boldsymbol\delta=\begin{pmatrix}1/2\\1/2\\1/2\end{pmatrix},
$$

for which $W\boldsymbol\delta-\boldsymbol\delta=(-1,-1/2,0)^{\mathsf T}$. This mesh is not invariant. One must change the shift or reduce with a subgroup that preserves it, using that same subgroup in $P$.

Integration weights that depend on neighbouring points, as in tetrahedron methods, may replace $f_n$ if they are equal for corresponding bands throughout each star. A subdivision of the zone that breaks the symmetry does not guarantee this.

An approximately symmetric Hamiltonian causes a different error. Define the residual

$$
\mathbf r_g(\mathbf k)=\mathbf F(D_g\mathbf k)-\rho(g)\mathbf F(\mathbf k).
$$

Repeating the star sum without setting this residual to zero gives

$$
\bar{\mathbf F}-P\sum_iw_i\mathbf F(\mathbf k_i)
=\sum_iw_i\frac1{|M|}\sum_{g\in M}\mathbf r_g(\mathbf k_i).
$$

A reduced calculation cannot reveal this error from its final vector, because $P$ makes that vector look symmetric. Evaluating $\mathbf r_g$ at a few generic wavevectors checks that the Hamiltonian, the phase convention and the signs in $\rho$ are consistent with the group before the full reduction is used. A zero residual does not prove the phase convention correct: the extra curl from a wrong convention obeys the same law when the elements map the orbital positions onto one another without orbital-dependent lattice shifts. The values behind the comparisons above are collected in the numerical output.

## Table of computed values

```
lattice constant 6.0 bohr; spin-orbit 0.03 hartree
hopping sigma 0.06, pi -0.02 hartree; decay 1.5 bohr
bond cutoff 6.30 bohr; mu 0.02, kT 0.01 hartree
tilted exchange fields (hartree): 0.04 0.00 0.03 0.00 0.04 0.03
loop versus pair formula, relative error: 7.0e-07
lowest-band curvature at k0 (bohr^2): -0.75576 -0.70123 -0.39008
tilted: group order 4, unitary 2, tr P 2
  P rows: 0.50 0.50 0.00 0.50 0.50 0.00 0.00 0.00 1.00 ; law error 2.6e-14
  with Gamma: 512 points, 150 irreducible
    full mean F (bohr^2): -0.86017 -0.86017 3.59728
  shifted: 512 points, 144 irreducible
    full mean F (bohr^2): 1.46117 1.46117 3.63414
  largest |F component| on shifted mesh: 151.6883 bohr^2
planar: group order 8, unitary 4, tr P 1
  P rows: 0.50 0.50 0.00 0.50 0.50 0.00 0.00 0.00 0.00 ; law error 4.4e-14
  with Gamma: 512 points, 105 irreducible
    full mean F (bohr^2): -0.60272 -0.60272 -0.00000
  shifted: 512 points, 80 irreducible
    full mean F (bohr^2): 1.40679 1.40679 -0.00000
  largest |F component| on shifted mesh: 109.7976 bohr^2
polar nonmagnetic: group order 16, unitary 8, tr P 0
  P rows: 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00 ; law error 6.1e-13
  with Gamma: 512 points, 75 irreducible
    full mean F (bohr^2): -0.00000 0.00000 -0.00000
  shifted: 512 points, 40 irreducible
    full mean F (bohr^2): -0.00000 -0.00000 0.00000
  largest |F component| on shifted mesh: 59.3119 bohr^2
tilted star: s; R rows; t (cell units); k (1/bohr); F (bohr^2)
  +1; 1 0 0 0 1 0 0 0 1 ; 0.0 0.0 0.0 ; 0.13 0.29 0.41 ; 1.5738 1.8067 1.7289
  +1; -1 0 0 0 -1 0 0 0 -1 ; 0.0 0.0 0.0 ; -0.13 -0.29 -0.41 ; 1.5738 1.8067 1.7289
  -1; 0 1 0 1 0 0 0 0 1 ; 0.5 0.5 0.5 ; -0.29 -0.13 -0.41 ; 1.8067 1.5738 1.7289
  -1; 0 -1 0 -1 0 0 0 0 -1 ; 0.5 0.5 0.5 ; 0.29 0.13 0.41 ; 1.8067 1.5738 1.7289
star mean F (bohr^2): 1.6902 1.6902 1.7289
tilted, shifted mesh, mean F (bohr^2):
  irreducible, no P: 1.88080 1.04154 3.63414
  other representatives, no P: 3.29774 -0.37540 3.63414
  irreducible, with P: 1.46117 1.46117 3.63414
  other representatives, with P: 1.46117 1.46117 3.63414
  time-reversal sign dropped: 0.41963 -0.41963 0.00000
tilted Hall vector (e^2/(hbar bohr)), shifted meshes:
  n=8, 144 of 512 points: -0.0067647 -0.0067647 -0.0168247
  n=16, 1088 of 4096 points: -0.0069761 -0.0069761 -0.0120031
  n=24, 3600 of 13824 points: -0.0061380 -0.0061380 -0.0114585
  n=32, 8448 of 32768 points: -0.0066186 -0.0066186 -0.0103503
conversion: 1 e^2/(hbar bohr) = 45998.48 S/cm
densest-mesh Hall vector (S/cm): -304.44 -304.44 -476.10
angle to net exchange field: 178.81 degrees
```
